# Insulation That Increases Heat Loss: Critical Radius of a Thin Wire

## Problem

A long round wire of radius \(a\) carries a concentric polymer layer of outer radius \(r\) and thermal conductivity \(k=0.2\) W/(m K). Air removes heat from the outer surface with coefficient \(h=20\) W/(m² K). The wire is held at a temperature \(\Delta T\) above the air.

(a) Find the heat loss \(q\) per unit length of wire as a function of \(r\).

(b) Take \(h\) to be the same at every \(r\). Show that for a thin wire the loss is greatest at an outer radius of 10 mm, and state how thin the wire must be. What happens to a thicker wire?

(c) A silver conductor with \(a=1\) mm is at 75 °C in air at 25 °C. Compare its heat loss and its permitted current when bare and when insulated to the radius found in (b). How sharp is the maximum? How much cooler does the wire run if its heat production is fixed instead?

(d) In a real air stream \(h\) falls as the cylinder grows. Find the condition that replaces the one in (b), and apply it to an air stream of fixed speed that gives \(h=20\) W/(m² K) at \(r=10\) mm.

For silver, take the rough values \(1.9\times10^{-8}\) Ω m for the resistivity when hot and 420 W/(m K) for the thermal conductivity.

## Solution

### (a) Two resistances in series

Assume a steady state, uniform \(k\), perfect contact between metal and polymer, and a wire so long that heat flows only radially. Radiation is left out for now.

No heat is produced or stored in the polymer, so the same heat \(q\) per unit length crosses every cylinder of radius \(s\) between \(a\) and \(r\). That cylinder has area \(2\pi s\) per unit length, and Fourier's law gives

\[
q=-2\pi s\,k\,\frac{dT}{ds}.
\]

The minus sign makes \(q\) positive when the temperature falls outwards. Separating the variables and integrating from \(a\) to \(r\),

\[
T(a)-T(r)=\frac{q}{2\pi k}\int_a^r\frac{ds}{s}=\frac{q}{2\pi k}\ln\frac{r}{a}.
\]

At the outer surface the same heat passes into the air:

\[
q=2\pi r\,h\,[T(r)-T_{\rm air}]
\quad\Rightarrow\quad
T(r)-T_{\rm air}=\frac{q}{2\pi r h}.
\]

Adding the two temperature differences removes the unknown \(T(r)\) and leaves \(\Delta T=T(a)-T_{\rm air}=qR\), where

\[
R(r)=\frac{1}{2\pi}\left[\frac{1}{k}\ln\frac{r}{a}+\frac{1}{hr}\right],
\qquad
q(r)=\frac{\Delta T}{R(r)}.
\]

\(R\) is the thermal resistance of a unit length. Its first term, the resistance of the layer, grows with \(r\). Its second term, the resistance of the surface, shrinks because a larger cylinder offers the air more area. At \(r=a\) the logarithm vanishes and the bare-wire loss \(q=2\pi a h\,\Delta T\) is recovered.

### (b) The critical radius

With \(\Delta T\) fixed, \(q\) is greatest where \(R\) is least. For constant \(h\),

\[
2\pi\frac{dR}{dr}=\frac{1}{kr}-\frac{1}{hr^2}
=\frac{1}{kr^2}\left(r-\frac{k}{h}\right).
\]

The factor in front is positive, so the sign is that of \(r-k/h\). The resistance falls as long as \(r<k/h\) and rises once \(r>k/h\). If the bare wire starts below this value, \(R\) therefore has a single minimum over all \(r\ge a\), at

\[
r_c=\frac{k}{h}=\frac{0.2\ \text{W/(m K)}}{20\ \text{W/(m}^2\,\text{K)}}=0.010\ \text{m}=10\ \text{mm}.
\]

This is the required result. The 10 mm is the outer radius of the polymer, not its thickness. "Thin" means \(a<10\) mm; within that range \(r_c\) does not depend on \(a\).

If \(a\ge 10\) mm, the derivative is positive for every \(r>a\), and any layer lowers the loss. For example, a wire of radius 15 mm with \(\Delta T=50\) K loses 94.2 W/m when bare and 79.8 W/m when covered to 20 mm.

The limits in \(h\) show the competition. When \(h\) is very large, the surface offers almost no resistance, extra area gains nothing, and \(r_c\) tends to zero. When \(h\) is small, the surface is the bottleneck and \(r_c\) is large.

For a thin wire, setting \(r=r_c\) gives \(1/(hr_c)=1/k\), and the greatest loss is

\[
q_{\max}=\frac{2\pi k\,\Delta T}{1+\ln(r_c/a)}.
\]

### (c) The silver conductor

Here \(\Delta T=50\) K. The bare wire loses

\[
q_{\rm bare}=2\pi(0.001)(20)(50)=6.28\ \text{W/m}.
\]

At \(r=10\) mm the two parts of the resistance are

\[
\frac{\ln 10}{2\pi(0.2)}=1.832\ \text{m K/W},
\qquad
\frac{1}{2\pi(0.010)(20)}=0.796\ \text{m K/W}.
\]

Their sum is 2.628 m K/W, against 7.958 m K/W for the bare wire. The loss is

\[
q_{\max}=\frac{50}{2.628}=19.03\ \text{W/m},
\]

which is 3.03 times the bare value. A finite-volume solution of the radial heat equation with the same data, which does not use the logarithmic formula, also places the maximum at 10.00 mm.

**Current.** In the steady state the Joule heat per unit length equals the loss. With resistivity \(\rho\),

\[
\frac{I^2\rho}{\pi a^2}=q
\quad\Rightarrow\quad
I=\sqrt{\frac{\pi a^2 q}{\rho}} .
\]

This gives 32 A for the bare wire and 56 A for the insulated one, both at 75 °C. The current rises by the square root of 3.03, because heating goes as \(I^2\).

**Sharpness.** The maximum is broad. The loss is 17.41 W/m at an outer radius of 5 mm and 17.97 W/m at 20 mm, or 91 % and 94 % of the greatest value. Going from the bare wire to 5 mm already brings about 11.1 of the available 12.7 W/m.

Beyond the maximum the loss falls slowly, since the layer resistance grows only logarithmically. It returns to the bare value when \(R(r)=R(a)\). Multiplying this equality by \(2\pi k\) gives

\[
\ln\frac{r}{a}+\frac{r_c}{r}=\frac{r_c}{a}=10 .
\]

For \(r\gg r_c\) the second term is negligible and \(r\approx a\,e^{10}\), about 22 m. In this model, then, no layer of practical thickness would make this wire lose less heat than it does bare.

**Fixed heat production.** If \(q\) is prescribed, the temperature rise is \(\Delta T=qR\), so the least \(R\) now gives the coolest wire, at the same \(r_c\). With 6.28 W/m the rise drops from 50 K to

\[
6.28\times2.628=16.5\ \text{K}.
\]

### (d) A coefficient that depends on size

Let \(h=h(r)\) and define the local exponent

\[
m=-\frac{d\ln h}{d\ln r},
\]

so that \(h\) varies locally as \(r^{-m}\). By the product rule,

\[
\frac{d}{dr}\left(\frac{1}{hr}\right)
=-\frac{1}{hr^2}-\frac{1}{h^2r}\frac{dh}{dr}
=-\frac{1}{hr^2}\left(1+\frac{d\ln h}{d\ln r}\right)
=-\frac{1-m}{hr^2}.
\]

The condition \(dR/dr=0\) becomes \(1/(kr)=(1-m)/(hr^2)\), or

\[
r=(1-m)\,\frac{k}{h(r)} .
\]

If \(h\) also depends on the surface temperature, as in still air or with radiation, the condition still holds, provided \(h(r)\) and \(m\) are evaluated with the surface temperature that belongs to each \(r\) at the fixed wire temperature.

Two effects now act against the insulation. Enlarging the surface brings less benefit, which is the factor \(1-m\), and a small cylinder already has a large \(h\).

Suppose one power law with \(0<m<1\) holds throughout and \(h\) equals 20 W/(m² K) at \(r_c=10\) mm. Then \(k/h(r)=r_c(r/r_c)^m\), and the condition reads

\[
\left(\frac{r}{r_c}\right)^{1-m}=1-m
\quad\Rightarrow\quad
r=r_c\,(1-m)^{1/(1-m)} .
\]

It is a minimum of \(R\), because

\[
2\pi\frac{dR}{dr}=\frac{1}{kr}\left[1-(1-m)\left(\frac{r}{r_c}\right)^{-(1-m)}\right],
\]

and the bracket passes from negative to positive as \(r\) grows. The optimum is 6.8 mm for \(m=1/4\) and 2.5 mm for \(m=1/2\), provided the bare wire is thinner than this.

For air crossing a cylinder of diameter \(D=2r\) at speed \(U\), the Churchill–Bernstein correlation gives \(h=\mathrm{Nu}\,k_{\rm air}/D\), with

\[
\mathrm{Nu}=0.3+\frac{0.62\,\mathrm{Re}^{1/2}\mathrm{Pr}^{1/3}}{[1+(0.4/\mathrm{Pr})^{2/3}]^{1/4}}
\left[1+\left(\frac{\mathrm{Re}}{282000}\right)^{5/8}\right]^{4/5},
\quad
\mathrm{Re}=\frac{UD}{\nu}.
\]

Rough values for warm air are \(k_{\rm air}=0.027\) W/(m K), kinematic viscosity \(\nu=1.75\times10^{-5}\) m²/s and Prandtl number \(\mathrm{Pr}=0.71\). A speed of 0.75 m/s then gives \(h=20\) W/(m² K) at \(r=10\) mm.

Keep that speed fixed. On the bare 1 mm wire \(h\) is now 65 W/(m² K). Numerical maximisation of the loss gives an optimum at 2.3 mm, where \(h=42.1\) W/(m² K) and \(m=0.516\). The new condition confirms it:

\[
(1-0.516)\,\frac{0.2}{42.1}=0.0023\ \text{m}=2.3\ \text{mm}.
\]

The wire temperature is again 75 °C in each case. The loss is 20.4 W/m bare, 21.7 W/m at the optimum and 19.0 W/m at 10 mm. With convection alone, the threefold gain of part (c) has shrunk to 6 %, and covering the wire to an outer radius of 10 mm makes it lose slightly less heat than it does bare. Differences of a few per cent are too small to rely on when they come from an empirical correlation and rough air properties, and radiation, considered below, is large enough to change them. The Hilpert and Zukauskas correlations, with the speed again set to give 20 W/(m² K) at 10 mm, put the optimum at about 1.9 and 2.6 mm and the gain at about 4 % and 9 %.

### The model beside a real conductor

The layer that gives the maximum in (b) is 9 mm thick on a conductor 2 mm thick, so the covered wire is ten times as wide as the bare one. The estimates below test the assumptions of the model for this wire.

At fixed air speed, the assumption of constant \(h\) misplaces the optimum by a factor of about four. Other assumptions have the following effects.

- **Radiation.** Let the polymer have emissivity 0.9, a rough value, and face surroundings at air temperature. With convection still at 20 W/(m² K), the full fourth-power law moves the optimum to 7.6 mm, because radiation adds to the heat removed by the surface. If the 20 W/(m² K) already includes radiation, this correction must not be added again. Bright bare silver, which radiates little, then has a smaller coefficient than the polymer: the convective part of the 20 W/(m² K) on the polymer at 10 mm is then about 14 W/(m² K), and with this convection on both surfaces and emissivity 0.03 for the silver, the ratio of the losses in (c) becomes about 4.2 instead of 3.03. At the fixed air speed of (d), adding radiation from the polymer, and from bright bare silver of emissivity 0.03, raises the best gain from 6 % to about 17 %, at an outer radius of about 2.15 mm. The loss at 10 mm then practically equals that of the bare wire.
- **Uneven cooling.** In a cross flow \(h\) varies around the circumference, while the model uses its mean. If \(h\) varies as \(1+0.7\cos\varphi\) about the mean, with \(\varphi\) the angle around the wire, the loss at 10 mm falls by about 4 % for a mean of 20 W/(m² K). At the fixed air speed of (d), with convection alone, the best gain falls from 6 % to about 2 %. The optimum moves as well: from 10 mm to about 10.6 mm for a mean of 20 W/(m² K), and from 2.3 mm to about 1.8 mm at the fixed air speed.
- **Contact.** An air gap of 10 µm between metal and polymer lowers the loss at 10 mm by about 2 %. Its resistance does not depend on \(r\), and the optimum \(k/h\) does not depend on the polymer's inner radius, so the optimum stays in place.
- **Temperature inside the metal.** Uniform heating sends \(q s^2/a^2\) through radius \(s<a\). Integrating Fourier's law from the axis to the surface gives a drop \(q/(4\pi k_{\rm Ag})\), or 3.6 mK, which is negligible.
- **Ends.** Let \(\theta\) be the departure from the long-wire temperature at fixed current and resistivity. Neglecting axial conduction in the polymer, the heat balance along the silver is \(k_{\rm Ag}\pi a^2\,\theta''=\theta/R\). An end disturbance therefore decays over \(\sqrt{k_{\rm Ag}\pi a^2R}=59\) mm. For the bare wire, with its larger \(R\), the same formula gives 102 mm. The rise of the resistivity with temperature, left out here, would lengthen both by about 9 %. The radial model describes the middle of a wire that is many decay lengths long: midway between two equally disturbed ends, 16 % of the disturbance remains if the wire is five decay lengths long, and 1.3 % if it is ten. In a short lead, the cooling at the terminals matters as well.

The value of 10 mm is thus correct for the problem with constant \(h\). It is not a reliable design rule when the surface coefficient changes with the diameter; the condition in (d) then takes its place, with \(h\) and \(m\) evaluated as described there if \(h\) also depends on the surface temperature. That condition still assumes cooling that is uniform around the circumference, so in a cross flow it locates the optimum only roughly. The numerical output lists most of the values used here.

## Calculated quantities

```
Wire radius: 1.0 mm
Polymer conductivity: 0.20 W/(m K)
Constant surface coefficient: 20.0 W/(m2 K)
Air temperature: 25 C; wire temperature: 75 C
Critical outer radius k/h: 10.00 mm
Maximum found by finite volumes: 10.00 mm
Layer thickness at the maximum: 9.00 mm
Bare resistance: 7.958 m K/W
Layer resistance at 10 mm: 1.832 m K/W
Surface resistance at 10 mm: 0.796 m K/W
Total resistance at 10 mm: 2.628 m K/W
Bare loss: 6.28 W/m
Loss at outer radius 2 mm: 11.04 W/m
Loss at outer radius 5 mm: 17.41 W/m
Loss at outer radius 10 mm: 19.03 W/m
Loss at outer radius 20 mm: 17.97 W/m
Loss at outer radius 40 mm: 15.95 W/m
Largest loss / bare loss: 3.03
Outer radius where loss equals bare loss: 22.0 m
Rise at the bare heat, bare wire: 50.0 K
Rise at the same heat, 10 mm layer radius: 16.5 K
Thick wire, radius 15 mm, bare: 94.2 W/m
Thick wire, outer radius 20 mm: 79.8 W/m
Silver resistivity, rough, when hot: 1.9e-08 ohm m
Silver conductivity, rough: 420 W/(m K)
Current for 75 C, bare: 32.2 A
Current for 75 C, 10 mm outer radius: 56.1 A
Temperature drop inside silver: 3.60 mK
End-effect decay length, coated: 58.9 mm
Loss reduction by 10 um air gap: 2.2 %
Surface emissivity, rough: 0.9
Optimum with radiation added: 7.58 mm
Loss there with radiation: 20.64 W/m
Optimum for h ~ r^(-0.25): 6.81 mm
Optimum for h ~ r^(-0.50): 2.50 mm
Air conductivity, rough: 0.027 W/(m K)
Air kinematic viscosity, rough: 1.75e-05 m2/s
Air Prandtl number, rough: 0.71
Air speed giving h = 20 at 10 mm: 0.75 m/s
Fixed speed, h on bare wire: 65.0 W/(m2 K)
Fixed speed, optimum outer radius: 2.30 mm
Fixed speed, h at that optimum: 42.1 W/(m2 K)
Fixed speed, local exponent m: 0.516
Fixed speed, bare loss: 20.43 W/m
Fixed speed, loss at its optimum: 21.68 W/m
Fixed speed, loss at 10 mm: 19.03 W/m
Fixed speed, best gain: 6.1 %
```
